\section*{Zero-Current Field in Thin-Film Oxidation by Tunnelling and Ion Hopping}

\section{The coupled-current condition}

A uniform oxide film of thickness $L$ lies between a metal at $x=0$ and adsorbed oxygen at $x=L$. Electrons tunnel from the metal to the oxygen. Interstitial cations of charge $Ze$ hop in the same direction and form new oxide at the outer surface. Let $J_e$ and $J_i$ be the particle fluxes of electrons and cations, positive towards increasing $x$, with $e>0$. In open circuit the film carries, to a good approximation derived below, no net conduction current:
\begin{equation}
J_e(V,L)=Z\,J_i(V,L),\qquad V=EL .
\label{eq:zero}
\end{equation}
Here $E$ is the uniform field, positive when it points outward, and $V$ is the drop in electric potential from the metal to the outer surface. A positive $E$ drives cations outward and holds electrons back. Within the model specified below, the fluxes are
\begin{align}
J_e&=G\!\left(\chi_0+\tfrac12 eV\right)-G\!\left(\chi_L-\tfrac12 eV\right),
\label{eq:je}\\
J_i&=2\nu'\sinh y\;\frac{n_0-n_Le^{-u}}{1-e^{-u}},\quad
y=\frac{ZeEa}{kT},\quad u=\frac{ZeV}{kT},
\label{eq:ji}
\end{align}
where $G$ is the one-way tunnelling flux
\begin{equation}
G(\phi)=\frac{\phi}{4\pi^2\hbar L^2}\left(1+\frac3\eta+\frac3{\eta^2}\right)e^{-\eta},
\qquad \eta=\frac{2L\sqrt{2m\phi}}{\hbar}.
\label{eq:G}
\end{equation}
The electron flux vanishes at $V_M$ and the ion flux at $V_D$:
\begin{equation}
V_M=\frac{\chi_L-\chi_0}{e},\qquad V_D=-\frac{kT}{Ze}\ln\frac{n_0}{n_L}.
\label{eq:vmvd}
\end{equation}
If $V_D<V_M$, condition \eqref{eq:zero} has one root, it lies between these two potentials, and the film grows. The root fixes the surface charge density $\sigma=\varepsilon V/L$. The field is thus an outcome of the transport and not an input to it.

\section{Charge balance and the accuracy of zero current}

Let the metal surface carry charge $+\sigma$ per area and the outer surface $-\sigma$. If the charge of the ions inside the film is negligible, Gauss's law gives $E=\sigma/\varepsilon$, with $\varepsilon$ the permittivity of the oxide. Arriving electrons add $-eJ_e$ per unit time to the outer charge and arriving cations add $+ZeJ_i$. Hence $d(-\sigma)/dt=-eJ_e+ZeJ_i$, or
\begin{equation}
\varepsilon\frac{dE}{dt}=e\,(J_e-ZJ_i).
\label{eq:charge}
\end{equation}
The sum of displacement and conduction currents is zero at all times. The conduction current alone vanishes when $E$ is stationary, which gives \eqref{eq:zero}.

A growing film has no strictly stationary field, because the root of \eqref{eq:zero} moves with $L$. If each cation adds an oxide volume $R$, then
\begin{equation}
\frac{dL}{dt}=RJ_i .
\label{eq:growth}
\end{equation}
Along the growth path $dE/dt=(dE/dL)\,RJ_i$. Inserting this in \eqref{eq:charge} and dividing by $ZeJ_i$ gives
\begin{equation}
\frac{J_e}{ZJ_i}-1=\frac{\varepsilon R}{Ze}\frac{dE}{dL}.
\label{eq:imb}
\end{equation}
To leading order the derivative may be taken from the root of \eqref{eq:zero}. Condition \eqref{eq:zero} is accurate when the right side is small compared with one. Neither the hopping rate nor the tunnelling rate appears there explicitly; they enter through the function $E(L)$.

At fixed $L$, let $\delta E$ be a small departure from the root, changing slowly enough for the ion profile to stay in its steady state. Linearizing \eqref{eq:charge} gives $d\,\delta E/dt=-\delta E/\tau$, with
\begin{equation}
\tau=-\frac{\varepsilon}{e}\left[\frac{\partial(J_e-ZJ_i)}{\partial E}\right]^{-1}.
\label{eq:tau}
\end{equation}
The root is stable if the bracket is negative. The two fluxes are now needed.

\section{The electron flux}

Measure electron energies from the metal Fermi level. The bottom of the oxide conduction band is at $\chi_0$ on the metal side. The electric potential falls outward when $E>0$, so the electron's potential energy rises, and the band edge is $\chi_0+eEx$. The oxygen level lies $\chi_L$ below the band edge at $x=L$, at energy
\begin{equation}
\mu_O=\chi_0+eV-\chi_L=e(V-V_M).
\label{eq:muo}
\end{equation}
The oxygen is treated as an electron reservoir filled up to $\mu_O$. This is a model of the adsorbed layer, not a consequence of its chemistry.

The sloping barrier is replaced by its mean height $\chi_0+eV/2$. Seen from the metal Fermi level the barrier is $\chi_0+eV/2$; seen from the oxygen level it is
\begin{equation}
\chi_0+\tfrac12eV-\mu_O=\chi_L-\tfrac12eV .
\end{equation}
These are the two arguments in \eqref{eq:je}. The barrier is positive throughout the film, for electrons at either level, if $-\chi_0<eV<\chi_L$.

Consider one reservoir at zero electronic temperature, with barrier $\phi$ above its highest filled level $\mu$. The density of states in $\mathbf k$ space, with spin, is $2/(2\pi)^3$. For given $k_x$ the filled transverse states cover an area $\pi(k_F^2-k_x^2)=2\pi m(\mu-E_x)/\hbar^2$, where $E_x$ is the energy of motion along $x$. Since $v_x\,dk_x=dE_x/\hbar$, the one-way flux is
\begin{equation}
G=\frac{2}{(2\pi)^3}\frac{2\pi m}{\hbar^3}\int(\mu-E_x)D\,dE_x
=\frac{m}{2\pi^2\hbar^3}\int_0^\infty s\,e^{-A\sqrt{\phi+s}}\,ds,
\label{eq:sea}
\end{equation}
with $s=\mu-E_x$ and $A=2\sqrt{2m}\,L/\hbar$. The transmission $D$ is the semiclassical exponential with unit prefactor; image forces are omitted. The infinite upper limit means that the filled band is deep enough for its lowest states not to contribute.

Both reservoirs see the same $D(E_x)$. With occupations $f_1$ and $f_2$, the net flow is weighted by $f_1(1-f_2)-f_2(1-f_1)=f_1-f_2$. The blocking terms cancel, and the net flux is the difference of one-way fluxes in \eqref{eq:je}.

To evaluate \eqref{eq:sea}, set $w=\sqrt{\phi+s}$ and $w_0=\sqrt\phi$, so that $s=w^2-\phi$ and $ds=2w\,dw$. Repeated integration by parts gives
\begin{align}
\int_{w_0}^\infty w^3e^{-Aw}dw&=e^{-Aw_0}\left(\frac{w_0^3}{A}+\frac{3w_0^2}{A^2}+\frac{6w_0}{A^3}+\frac6{A^4}\right),\\
\int_{w_0}^\infty we^{-Aw}dw&=e^{-Aw_0}\left(\frac{w_0}{A}+\frac1{A^2}\right).
\label{eq:wint}
\end{align}
Subtract $\phi=w_0^2$ times the second from the first. The terms in $w_0^3/A$ cancel. After multiplication by two,
\begin{equation}
\int_0^\infty s\,e^{-A\sqrt{\phi+s}}ds
=\frac{4\phi}{A^2}\left(1+\frac3\eta+\frac3{\eta^2}\right)e^{-\eta},
\quad \eta=A\sqrt\phi .
\end{equation}
With $A^2=8mL^2/\hbar^2$ the prefactor becomes $\phi/(4\pi^2\hbar L^2)$, which proves \eqref{eq:G}. For $\eta\gg1$ the bracket may be replaced by one.

The slope of $G$ follows from \eqref{eq:sea}. The exponential depends on $\phi+s$, so its $\phi$ derivative equals its $s$ derivative. Integrating by parts over $s$, with vanishing boundary terms, and using \eqref{eq:wint},
\begin{equation}
\frac{dG}{d\phi}=-\frac{m}{2\pi^2\hbar^3}\,\frac{2(1+\eta)e^{-\eta}}{A^2}
=-\frac{(1+\eta)e^{-\eta}}{8\pi^2\hbar L^2}<0 .
\label{eq:dG}
\end{equation}
Differentiating \eqref{eq:je} gives
\begin{equation}
\frac{\partial J_e}{\partial V}=\frac e2\left[G'\!\left(\chi_0+\tfrac12eV\right)+G'\!\left(\chi_L-\tfrac12eV\right)\right]<0 .
\label{eq:dje}
\end{equation}
The electron flux therefore decreases strictly with $V$. It vanishes when the arguments in \eqref{eq:je} coincide, at $V=V_M$, where \eqref{eq:muo} puts the oxygen level at the metal Fermi level.

\section{The cation flux}

The cations occupy planes $k=0,\dots,N$ a distance $2a$ apart, so $L=2aN$. Let $n_k$ be their number per area in plane $k$. The interfaces hold $n_0$ and $n_N=n_L$ fixed. The hopping barrier $W$ lies midway between planes. The field lowers it by $ZeEa$ for a forward hop and raises it by the same amount for a backward hop. With $\nu'=\nu e^{-W/kT}$ and attempt frequency $\nu$,
\begin{equation}
J_i=\nu'\left(n_{k-1}e^{y}-n_ke^{-y}\right).
\label{eq:hop}
\end{equation}
In the steady state $J_i$ is the same for every $k$. Solving for $n_k$ gives $n_k=e^{2y}n_{k-1}-(J_i/\nu')e^{y}$, and $N$ iterations yield
\begin{equation}
n_L=e^{2Ny}n_0-\frac{J_i}{\nu'}\,e^y\sum_{j=0}^{N-1}e^{2jy}.
\end{equation}
Here $2Ny=ZeE(2aN)/kT=u$. The geometric sum, multiplied by $e^y$, is
\begin{equation}
e^y\,\frac{e^u-1}{e^{2y}-1}=\frac{e^u-1}{2\sinh y}.
\end{equation}
Solving for $J_i$ and multiplying numerator and denominator by $e^{-u}$ gives \eqref{eq:ji}. As $V\to0$, $\sinh y\to y$ and $1-e^{-u}\to2Ny$, which leaves ordinary diffusion,
\begin{equation}
J_i(0)=\frac{\nu'(n_0-n_L)}{N}.
\label{eq:diff}
\end{equation}

To find how $J_i$ varies with $V$, define
\begin{equation}
g(y)=\frac{2\sinh y}{1-e^{-2Ny}}=\frac{e^y}{\sum_{j=0}^{N-1}e^{-2jy}} .
\end{equation}
The numerator of the last form rises with $y$ and the denominator does not, so $g$ increases strictly. Because $2\sinh y/(e^{u}-1)=g(-y)$, equation \eqref{eq:ji} reads
\begin{equation}
J_i=\nu'\left[n_0\,g(y)-n_L\,g(-y)\right].
\end{equation}
Both terms, with their signs, increase with $y$. At fixed $L$ the ion flux therefore increases strictly with $V$. It vanishes when $n_0=n_Le^{-u}$, which is $V=V_D$ in \eqref{eq:vmvd}. There drift cancels diffusion. Between integer values of $N$, \eqref{eq:ji} is used as a smooth interpolation in $L$.

\section{The self-consistent field}

Let $F(V)=J_e-ZJ_i$. By the two monotonicities $F$ decreases strictly, so it has at most one zero. If $V_D<V_M$, then $F(V_D)=J_e(V_D)>0$ and $F(V_M)=-ZJ_i(V_M)<0$. Hence there is one root,
\begin{equation}
V_D<V<V_M,\qquad \sigma=\varepsilon E=\frac{\varepsilon V}{L}.
\label{eq:bounds}
\end{equation}
The bracket in \eqref{eq:tau} is negative, so the root is stable. If it is exceeded, fewer electrons and more cations arrive, and the surface charge falls. Since $V>V_D$, the ion flux is positive and the film grows. If instead $V_D>V_M$, the same signs place the root between $V_M$ and $V_D$ with $J_i<0$, and the film would shrink.

\subsection{Thin film: ions limit growth}

When tunnelling is fast, a small departure from $V_M$ supplies the electrons needed. At $V_M$ both barriers equal $\bar\phi=(\chi_0+\chi_L)/2$. By \eqref{eq:dje} and \eqref{eq:dG}, $J_e\simeq e|G'(\bar\phi)|(V_M-V)$. Equating this to $ZJ_i(V_M)$,
\begin{equation}
V_M-V\simeq ZJ_i(V_M)\,\frac{8\pi^2\hbar L^2e^{\bar\eta}}{e(1+\bar\eta)},
\qquad \bar\eta=\eta(\bar\phi).
\label{eq:thin}
\end{equation}
This holds while the correction is too small to change $J_i$ or $G'$ appreciably. Then $E\simeq V_M/L$. For $u\gg1$ and $y\gg1$, \eqref{eq:ji} gives $J_i\simeq\nu'n_0\exp(ZeaV_M/kTL)$, a growth rate exponential in $1/L$. The hopping picture also requires the lowered barrier $W-ZeEa$ to stay well above $kT$, which can fail in the thinnest films.

\subsection{Thick film: electrons limit growth}

Tunnelling falls exponentially with $L$. The ions must then be slowed to match it, so $V$ approaches $V_D$. At $V_D$ the numerator $n_0-n_Le^{-u}$ of \eqref{eq:ji} is zero, and only its derivative, $n_Le^{-u}Ze/kT=n_0Ze/kT$, contributes to the slope. The denominator is $1-n_0/n_L$. With $y_D=y(V_D)$,
\begin{equation}
\left.\frac{\partial J_i}{\partial V}\right|_{V_D}
=\frac{Ze}{kT}\,\frac{2\nu'n_0n_L\sinh|y_D|}{|n_0-n_L|},\qquad
V-V_D\simeq\frac{J_e(V_D)}{Z\,(\partial J_i/\partial V)_{V_D}} .
\label{eq:thick}
\end{equation}
The growth rate becomes $RJ_e(V_D)/Z$. Let $\phi_D=\chi_0+eV_D/2$ and $2\kappa=2\sqrt{2m\phi_D}/\hbar$. If the reverse flux and the slow variation of the prefactor with $L$ are ignored, $dL/dt=Be^{-2\kappa L}$ with constant $B$. Separating variables from a thickness $L_1$ at time $t_1$,
\begin{equation}
L=L_1+\frac1{2\kappa}\ln\!\left[1+2\kappa Be^{-2\kappa L_1}(t-t_1)\right],
\end{equation}
which is direct logarithmic growth. In the worked example below the thick limit is reached only near 4 nm. From 4 to 4.5 nm the law, with $B$ fixed at 4 nm, gives $3.1\times10^{12}$ s against $3.8\times10^{12}$ s from \eqref{eq:zero} and \eqref{eq:growth}; growth has then practically stopped. The law ends when thermally excited electrons, which $G$ omits, carry most of the flux. With the parameters of the worked example and the mean barrier, flow over the barrier alone exceeds tunnelling beyond about 4.7 nm. States above the metal Fermi level, tunnelling included, carry half of the flux at 300 K already near 4.5 nm, so for these parameters the logarithmic law covers only about half a nanometre.

\subsection{Reversal of the surface charge}

If $n_0>n_L$ and $\chi_L>\chi_0$, then $V_D<0<V_M$ and the field can change sign. Setting $V=0$ in \eqref{eq:zero} and using \eqref{eq:diff},
\begin{equation}
G(\chi_0)-G(\chi_L)=Z\nu'(n_0-n_L)\,\frac{2a}{L}.
\label{eq:rev}
\end{equation}
When $G(\chi_L)$ is negligible, $L$ times the left side decreases with $L$ while $L$ times the right side is constant, so there is one crossing. In thinner films the field assists the cations. In thicker films the metal surface is negative, and the field assists the electrons and retards the cations.

\section{A worked example}

Take $\chi_0=1.5$ eV, $\chi_L=2.5$ eV, the free-electron mass, $Z=2$, $2a=0.5$ nm, $W=0.7$ eV, $\nu=10^{12}$ s$^{-1}$ and $T=300$ K. The interface densities are $n_0=10^{-5}$ and $n_L=10^{-8}$ nm$^{-2}$, the relative permittivity is 10, and $R=0.02$ nm$^3$. These are round model parameters and describe no particular material. They give $\nu'=1.740$ s$^{-1}$, $V_M=1$ V, $V_D=-0.0893$ V and $\varepsilon=0.5526\,e/(\mathrm{V\,nm})$.

At $L=3$ nm the root is $V=0.1853$ V. Then $y=1.195$ and $u=14.34$, so $e^{-u}$ is negligible and \eqref{eq:ji} gives
\begin{equation}
J_i\simeq2(1.740)(1.500)(10^{-5})=5.22\times10^{-5}\ \mathrm{nm^{-2}\,s^{-1}} .
\end{equation}
On the electron side the forward barrier is $1.5+0.0927=1.593$ eV and $\eta=38.79$. The forward flux is $1.0442\times10^{-4}$ and the reverse flux $2.1\times10^{-8}$ nm$^{-2}$\,s$^{-1}$. Their difference, $1.044\times10^{-4}$, equals $2J_i$. The field is $0.1853/3=0.0618$ V/nm, or $6.2\times10^7$ V/m. The surface charge is $0.5526\times0.06178=0.0341\,e/\mathrm{nm^2}$, or $5.5\times10^{-3}$ C/m$^2$.

\begin{center}
\begin{tabular}{ccccc}
$L$ & $V$ & $E$ & $\sigma$ & $dL/dt$\\
nm & V & V/nm & $e$/nm$^2$ & nm/s\\
1.5 & 0.9998 & 0.667 & 0.368 & $1.4\times10^{-1}$\\
2.0 & 0.987 & 0.494 & 0.273 & $4.9\times10^{-3}$\\
2.5 & 0.706 & 0.282 & 0.156 & $8.2\times10^{-5}$\\
3.0 & 0.185 & 0.062 & 0.034 & $1.0\times10^{-6}$\\
3.5 & $-0.044$ & $-0.013$ & $-0.007$ & $5.8\times10^{-9}$\\
4.0 & $-0.089$ & $-0.022$ & $-0.012$ & $1.2\times10^{-11}$
\end{tabular}
\end{center}

At 1.5 nm the film is ion-limited: \eqref{eq:thin} gives $V_M-V=1.960\times10^{-4}$ V, against $1.955\times10^{-4}$ V from the root. The forward hopping barrier there is still $0.7-2(0.667)(0.25)=0.37$ eV. At 4 nm $V$ is only about 0.5 mV above $V_D$, and the electrons limit growth. Equation \eqref{eq:rev} puts the charge reversal at 3.31 nm.

At 3 nm the root has $dE/dL=-0.344$ V/nm$^2$, and \eqref{eq:imb} gives
\begin{equation}
\frac{J_e}{ZJ_i}-1=\frac{0.5526\times0.02\times(-0.344)}2=-1.90\times10^{-3}.
\end{equation}
Integrating \eqref{eq:charge} and \eqref{eq:growth} together, without imposing zero current, also gives $-1.90\times10^{-3}$. At this thickness the deficit of electrons lets the surface charge decrease as the film grows. In the thick limit $E\simeq V_D/L$ with $V_D<0$, so $E$ rises towards zero and \eqref{eq:imb} gives a small excess of electrons instead. Growth from 1.5 to 3 nm takes $1.167\times10^5$ s in that integration and $1.169\times10^5$ s with zero current imposed. The relaxation time \eqref{eq:tau} at 3 nm is 130 s, in which the film grows by only $1.4\times10^{-4}$ nm.

\section{Errors of the model}

The mean barrier underestimates tunnelling. The semiclassical exponent contains the average of a square root, which is no larger than the square root of the average. Using the trapezoidal barrier, together with Fermi functions at 300 K and flow over the barrier, shifts $V$ by up to about 12 mV at the six thicknesses of the table. The effect on growth is larger: at 4 nm $J_i$ rises by 39\% relative to the simpler model. Almost all of this comes from the electronic temperature, which populates states above the Fermi level that face a lower barrier; the trapezoidal shape alone contributes about 0.2\%. There $V$ is pinned near $V_D$ and can no longer adjust to offset a change in tunnelling, so $J_i$ follows $J_e$.

Both calculations set the transmission prefactor to one and omit image forces, which lower the barrier. The sensitivity to such changes is shown by a tenfold increase of the tunnelling flux, which moves $V$ at 3 nm from 0.185 to 0.367 V. This is not an upper bound. The effect of image forces depends on the permittivity that screens a tunnelling electron. At 3 nm and fixed $V$, a relative permittivity of 10 raises the semiclassical flux by a factor of about 3 with the image in the metal alone, and about 7 if both surfaces reflect like metals; for a permittivity of 4 these factors are about 10 and 60. The potential in the crossover region is therefore less certain than its printed digits suggest.

The neglected space charge can be bounded. By \eqref{eq:hop} the steady profile has the form $\alpha+\beta e^{2ky}$, which is monotonic in $k$, so no plane holds more than $n_0$. The charge density is at most $\rho=Zen_0/2a=4\times10^{-5}\,e/\mathrm{nm^3}$. The fields at the two surfaces then differ by at most $\rho L/\varepsilon$, which is $2.9\times10^{-4}$ V/nm at 4 nm, about 1.3\% of $|E|$ there. With $V$ held fixed, the potential departs from a straight line by at most the result for uniform $\rho$, $\rho x(L-x)/2\varepsilon$. Its maximum, at mid-film, is $\rho L^2/8\varepsilon=0.14$ mV at 4 nm, small compared with $kT/Ze=13$ mV. Near the reversal thickness, however, even a weak space charge matters relative to $E$, and the two surface charges need not vanish together. For larger ion densities the uniform field must be replaced by a solution of Poisson's equation coupled to \eqref{eq:hop}. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
barriers chi0, chiL = 1.5, 2.5 eV; electron mass = free mass
Z = 2; hop length 2a = 0.5 nm; W = 0.7 eV; nu = 1e+12 1/s
T = 300.0 K; kT = 0.02585 eV; hop rate nu' = 1.7399 1/s
ion densities n0, nL = 1e-05, 1e-08 per nm^2
relative permittivity = 10.0; oxide volume per cation = 0.02 nm^3
eps = 0.55263 e/(V nm)
V_M = 1.0000 V; V_D = -0.08929 V
largest relative error, closed vs direct: J_e 1.1e-12, J_i 1.8e-15
L nm | V volt | E V/nm | sigma e/nm^2 | J_i 1/(nm^2 s) | dL/dt nm/s
1.5 | 0.99980 | 0.66654 | 0.36835 | 6.9052e+00 | 1.3810e-01
2.0 | 0.98700 | 0.49350 | 0.27273 | 2.4308e-01 | 4.8615e-03
2.5 | 0.70610 | 0.28244 | 0.15609 | 4.1010e-03 | 8.2020e-05
3.0 | 0.18533 | 0.06178 | 0.03414 | 5.2199e-05 | 1.0440e-06
3.5 | -0.04380 | -0.01251 | -0.00692 | 2.8841e-07 | 5.7682e-09
4.0 | -0.08878 | -0.02219 | -0.01227 | 6.2250e-10 | 1.2450e-11
L nm | V with trapezoid barrier and finite temperature, volt | J_i ratio
1.5 | 0.99982 | 1.000
2.0 | 0.98838 | 1.013
2.5 | 0.71693 | 1.087
3.0 | 0.19746 | 1.097
3.5 | -0.04014 | 1.237
4.0 | -0.08858 | 1.386
largest shift of V from these refinements = 12.13 mV
V at 3 nm with tenfold tunnelling flux = 0.36744 V
at 3 nm: J_e = 1.0440e-04 1/(nm^2 s)
at 3 nm: forward part = 1.0442e-04 1/(nm^2 s)
at 3 nm: reverse part = 2.1214e-08 1/(nm^2 s)
at 3 nm: eta forward = 38.793
at 3 nm: y = 1.1948; u = 14.3377
at 3 nm: field relaxation time = 1.3034e+02 s
at 3 nm: dE/dL = -0.34423 V/nm^2
at 3 nm: relative imbalance, law -1.9023e-03, time run -1.9033e-03
thin limit 1.5 nm: V_M-V law 1.9600e-04 V, root 1.9550e-04 V
thick limit 5 nm: V-V_D law 1.7833e-09 V, root 1.7833e-09 V
charge reversal thickness: law 3.30872 nm, time run 3.30876 nm
time to grow from 1.5 to 2.0 nm = 3.2471e+01 s
time to grow from 1.5 to 2.5 nm = 1.3190e+03 s
time to grow from 1.5 to 3.0 nm = 1.1673e+05 s
time to grow from 1.5 to 3.5 nm = 1.5125e+07 s
time to 3 nm with zero current imposed = 1.1687e+05 s
space-charge bound at 4 nm: potential 0.1448 mV
space-charge bound at 4 nm: field spread 2.895e-04 V/nm
\end{verbatim}
